**Resolution limit of a lens with a disc source**

The program tests the statement that a uniform disc source of partial coherence σ, with 0 < σ ≤ 1, images amplitude gratings up to the frequency (1+σ)NA/λ. Here NA is the image-side numerical aperture, λ the wavelength, f the frequency in units of NA/λ, and w the fraction of the source disc covered by a unit disc displaced by f. It asserts that the closed form of w and its law near the limit agree with quadrature of the common area. It also asserts that direct summation over source points reproduces the derived contrast and mean intensity of lines and spaces, and the limit 1+min(σ,1) to within about one spacing of the source grid. A separate Fourier calculation with a random object asserts that, for σ = 0.6, a component at f = 1.55 changes the image while one at f = 1.65 does not. Further assertions cover dark-field light for σ = 1.4 and a phase grating that is invisible in focus but visible out of focus. For 365 nm, NA 0.60 and σ = 0.60, the output shows a limiting period of 380.2 nm and a contrast of 0.283 at a period of 450 nm. It also lists estimates of defocus, polarization, resist blur, lamp bandwidth and mask shadowing.

## Check in Python

```python
# Result under test: a disc source of partial coherence sigma (0 < sigma <= 1)
# images amplitude gratings up to the frequency (1 + sigma) * NA / wavelength.
# Symbols: f = spatial frequency in units of NA/wavelength, referred to the image;
# s = (sx, sy) = source point in the same units, |s| <= sigma; pupil = unit disc;
# w = fraction of the source disc covered by a unit disc displaced by f;
# a_n = Fourier coefficient (diffraction order) of the mask transmission.
# Lengths are in nm. Contrast = (Imax - Imin) / (Imax + Imin).
import numpy as np
from scipy.integrate import quad
from scipy.optimize import brentq

wavelength, NA, sigma0 = 365.0, 0.60, 0.60
reduction = 5.0
period0 = 450.0


def frequency(period):
    return wavelength / (NA * period)


def covered_fraction(f, sigma):
    """Closed form of w for sigma <= 1."""
    if f >= 1 + sigma:
        return 0.0
    if f <= 1 - sigma:
        return 1.0
    part_source = sigma**2 * np.arccos((f*f + sigma**2 - 1) / (2*f*sigma))
    part_pupil = np.arccos((f*f + 1 - sigma**2) / (2*f))
    root = np.sqrt((1+sigma-f) * (f+sigma-1) * (f-sigma+1) * (f+sigma+1))
    return (part_source + part_pupil - root/2) / (np.pi * sigma**2)


def covered_fraction_quadrature(f, sigma):
    """Same fraction by integrating the width of the common region."""
    def width(x):
        a = max(sigma**2 - x*x, 0.0)
        b = max(1 - (f - x)**2, 0.0)
        return 2 * np.sqrt(min(a, b))
    low = max(-sigma, f - 1)
    cross = (f*f + sigma**2 - 1) / (2*f)
    if low < cross < sigma:
        area = quad(width, low, cross)[0] + quad(width, cross, sigma)[0]
    else:
        area = quad(width, low, sigma)[0]
    return area / (np.pi * sigma**2)


def edge_law(f, sigma):
    delta = 1 + sigma - f
    return (4*np.sqrt(2)/3 * np.sqrt(sigma/(1+sigma)) * delta**1.5
            / (np.pi * sigma**2))


def line_space_contrast(f, sigma):
    """Derived contrast of equal lines and spaces, for f >= 1."""
    w, a0, a1 = covered_fraction(f, sigma), 0.5, 1/np.pi
    return 4*a0*a1*w / (a0**2 + 2*a1**2*w)


# Mask transmissions over one period, x in units of the period.
def lines(x):
    return (np.abs(x) < 0.25).astype(float)


def phase_grating(x):
    return np.exp(0.8j * np.cos(2*np.pi*x))


def weak_grating(x):
    return 1 + 0.001 * np.cos(2*np.pi*x)


def source_grid(sigma, n_grid):
    s = (np.arange(n_grid) - (n_grid-1)/2) * (2*sigma/n_grid)
    sx, sy = np.meshgrid(s, s)
    keep = sx**2 + sy**2 <= sigma**2
    return sx[keep], sy[keep]


def grating_image(mask, f, sigma, n_grid=601, defocus=0.0):
    """Image at 8 positions in a period, summed over source points."""
    sx, sy = source_grid(sigma, n_grid)
    x_mask = (np.arange(2000) + 0.5)/2000 - 0.5
    waves = []
    for n in range(-3, 4):
        u2 = (sx + n*f)**2 + sy**2
        inside = u2 < 1
        if not inside.any():
            continue
        order = np.mean(mask(x_mask) * np.exp(-2j*np.pi*n*x_mask))
        cosine = np.sqrt(1 - NA**2 * np.minimum(u2, 1))
        phase = 2*np.pi*defocus/wavelength * cosine
        waves.append((n, order * inside * np.exp(1j*phase)))
    image = []
    for x in np.arange(8)/8:
        field = sum(wave*np.exp(2j*np.pi*n*x) for n, wave in waves)
        image.append(np.mean(np.abs(field)**2))
    return np.array(image)


def contrast(image):
    return (image.max() - image.min()) / (image.max() + image.min())


# Closed form and edge law against quadrature of the common area.
for sigma in (0.3, 0.6, 1.0):
    for f in (0.8, 1.05, 1.2):
        assert abs(covered_fraction(f, sigma)
                   - covered_fraction_quadrature(f, sigma)) < 1e-6
    near = 1 + sigma - 1e-3
    ratio = covered_fraction_quadrature(near, sigma) / edge_law(near, sigma)
    assert abs(ratio - 1) < 0.01

# Limit of nonzero modulation found by bisection on the simulated image.
# The tolerance is one spacing of the source grid.
found_limits = []
for sigma in (0.3, 0.6, 1.0, 1.4):
    low, high = 1.0, 3.0
    for _ in range(16):
        middle = (low + high)/2
        if contrast(grating_image(lines, middle, sigma, 201)) > 1e-9:
            low = middle
        else:
            high = middle
    found_limits.append((sigma, low))
    assert abs(low - (1 + min(sigma, 1))) < 1.05 * 2*sigma/201

# Contrast and mean intensity of lines and spaces against direct summation.
periods = (600.0, 550.0, 500.0, 450.0, 420.0, 400.0, 385.0)
table = []
for period in periods:
    f = frequency(period)
    image = grating_image(lines, f, sigma0)
    w = covered_fraction(f, sigma0)
    assert abs(contrast(image) - line_space_contrast(f, sigma0)) < 2e-3
    assert abs(image.mean() - (0.25 + 2*w/np.pi**2)) < 1e-3
    table.append((period, f, w, line_space_contrast(f, sigma0), contrast(image)))

# Weak-object transfer below the coherent limit.
coarse_period = 680.0
coarse = []
for sigma in (0.1, 0.6, 1.0):
    f = frequency(coarse_period)
    simulated = contrast(grating_image(weak_grating, f, sigma)) / 0.002
    w = covered_fraction(f, sigma)
    assert abs(simulated - w) < 2e-3
    coarse.append((sigma, w))
assert coarse[0][1] > coarse[1][1] > coarse[2][1]

# Phase grating: no modulation at focus, modulation out of focus.
f0 = frequency(period0)
defocus0 = 500.0
phase_focus = contrast(grating_image(phase_grating, f0, sigma0))
phase_defocus = contrast(grating_image(phase_grating, f0, sigma0,
                                       defocus=defocus0))
assert phase_focus < 1e-10 and phase_defocus > 0.05

# General object in a cell of length 20 (units wavelength/NA), by FFT.
cell, samples = 20, 256
x_cell = np.arange(samples) * cell/samples
freq_cell = np.fft.fftfreq(samples, cell/samples)


def general_image(field, sigma):
    total, count = np.zeros(samples), 0
    reach = int(round(sigma*cell))
    for i in range(-reach, reach+1):
        spectrum = np.fft.fft(field * np.exp(2j*np.pi*i/cell*x_cell))
        for j in range(-reach, reach+1):
            if i*i + j*j > reach*reach:
                continue
            pupil = freq_cell**2 + (j/cell)**2 <= 1 + 1e-9
            total += np.abs(np.fft.ifft(spectrum*pupil))**2
            count += 1
    return total/count


rng = np.random.default_rng(4)
random_object = np.ones(samples, dtype=complex)
for k in range(-25, 26):
    amplitude = 0.1 * (rng.normal() + 1j*rng.normal())
    random_object += amplitude * np.exp(2j*np.pi*k/cell*x_cell)


def image_change(f, sigma):
    extra = 0.3 * np.cos(2*np.pi*f*x_cell)
    return np.max(np.abs(general_image(random_object + extra, sigma)
                         - general_image(random_object, sigma)))


change_below = image_change(1.55, 0.6)
change_above = image_change(1.65, 0.6)
change_dark = image_change(2.20, 1.4)
assert change_below > 1e-4 and change_above < 1e-12 and change_dark > 1e-5
dark_grating = general_image(1 + 0.3*np.cos(2*np.pi*2.2*x_cell), 1.4)
dark_blank = general_image(np.ones(samples), 1.4)
dark_gain = dark_grating.mean() - dark_blank.mean()
assert contrast(dark_grating) < 1e-12 and dark_gain > 1e-4


# Neglected effects for the example grating.
def polarization_overlap(v1, v2):
    """Unpolarized average of the dot product of two refracted fields.
    v1, v2 = transverse direction sines, arrays of shape (2, points)."""
    c1 = np.sqrt(1 - np.sum(v1**2, axis=0))
    c2 = np.sqrt(1 - np.sum(v2**2, axis=0))
    dot = np.sum(v1*v2, axis=0)
    return (c1 + c2 + dot + dot**2/((1+c1)*(1+c2))) / 2


angle1, angle2 = -0.3, 0.6
check = polarization_overlap(np.array([[np.sin(angle1)], [0.0]]),
                             np.array([[np.sin(angle2)], [0.0]]))[0]
assert abs(check - (1 + np.cos(angle2-angle1))/2) < 1e-12

sx, sy = source_grid(sigma0, 601)
both = (sx + f0)**2 + sy**2 < 1
zero_order = NA * np.array([sx[both], sy[both]])
first_order = NA * np.array([sx[both] + f0, sy[both]])
resist_index = 1.7
vector_air = polarization_overlap(zero_order, first_order).mean()
vector_resist = polarization_overlap(zero_order/resist_index,
                                     first_order/resist_index).mean()

contrast0 = line_space_contrast(f0, sigma0)
contrast_defocus = contrast(grating_image(lines, f0, sigma0, defocus=defocus0))
blur = 30.0
blur_factor = np.exp(-2*np.pi**2*blur**2/period0**2)
blur_check = quad(lambda x: np.exp(-x*x/(2*blur**2))
                  * np.cos(2*np.pi*x/period0), -300, 300)[0]
assert abs(blur_factor - blur_check/(blur*np.sqrt(2*np.pi))) < 1e-8

limit_frequency = (1 + sigma0)*NA/wavelength
limit_period = 1/limit_frequency
bandwidth = 4.0
limit_shift = bandwidth/((1 + sigma0)*NA)
mask_sine = sigma0*NA/reduction
absorber = 100.0
shadow = absorber*np.tan(np.arcsin(mask_sine))
opening = reduction*period0/2
period_useful = brentq(lambda p: line_space_contrast(frequency(p), sigma0) - 0.4,
                       385, 600)

print(f"wavelength {wavelength:.0f} nm, NA {NA:.2f}, sigma {sigma0:.2f}, "
      f"reduction {reduction:.0f}")
print(f"NA/wavelength = {1000*NA/wavelength:.4f} cycles/um")
print(f"limit frequency (1+sigma)NA/wavelength = {1000*limit_frequency:.4f} cycles/um")
print(f"limit period, coherent = {wavelength/NA:.1f} nm")
print(f"limit period, sigma {sigma0:.2f} = {limit_period:.1f} nm")
print(f"limit period, sigma 1 = {wavelength/(2*NA):.1f} nm")
print(f"limit period on the mask, sigma {sigma0:.2f} = {reduction*limit_period:.0f} nm")
for sigma, limit in found_limits:
    print(f"simulated limit, sigma {sigma:.1f}: f = {limit:.3f} NA/wavelength")
for period, f, w, formula, simulated in table:
    print(f"period {period:.0f} nm: f {f:.4f}, w {w:.4f}, contrast formula "
          f"{formula:.4f}, simulated {simulated:.4f}")
print(f"edge law for w at 450 nm = {edge_law(f0, sigma0):.4f}")
print(f"edge law for w at 385 nm = {edge_law(frequency(385.0), sigma0):.4f}")
print(f"period with contrast 0.4 = {period_useful:.1f} nm")
for sigma in (0.3, 0.4, 0.6, 0.8, 1.0):
    print(f"450 nm period, sigma {sigma:.1f}: contrast "
          f"{line_space_contrast(f0, sigma):.4f}")
for sigma, w in coarse:
    print(f"{coarse_period:.0f} nm period, sigma {sigma:.1f}: weak-object w {w:.4f}")
print(f"image change, f 1.55, sigma 0.6 = {change_below:.2e} (clear field = 1)")
print(f"image change, f 1.65, sigma 0.6 = {change_above:.1e} (clear field = 1)")
print(f"image change, f 2.20, sigma 1.4 = {change_dark:.2e} (clear-mask source = 1)")
print(f"grating f 2.20, sigma 1.4: contrast {contrast(dark_grating):.1e}, "
      f"added mean {dark_gain:.2e}")
print(f"phase grating 450 nm, in focus: contrast {phase_focus:.1e}")
print(f"phase grating 450 nm, defocus {defocus0:.0f} nm: contrast {phase_defocus:.4f}")
print(f"lines 450 nm, ideal contrast {contrast0:.4f}")
print(f"lines 450 nm, defocus {defocus0:.0f} nm: contrast {contrast_defocus:.4f}")
print(f"vector factor in air {vector_air:.4f}, contrast {contrast0*vector_air:.4f}")
print(f"vector factor in resist of index {resist_index:.1f}: {vector_resist:.4f}, "
      f"contrast {contrast0*vector_resist:.4f}")
print(f"resist blur {blur:.0f} nm rms: factor {blur_factor:.4f}, "
      f"contrast {contrast0*blur_factor:.4f}")
print(f"lamp bandwidth {bandwidth:.0f} nm: limit period spread {limit_shift:.2f} nm")
print(f"largest illumination sine at mask = {mask_sine:.4f}")
print(f"absorber {absorber:.0f} nm: shadow {shadow:.2f} nm on opening {opening:.0f} nm")
print("finished without a failed check")
```

Printed output:

```
wavelength 365 nm, NA 0.60, sigma 0.60, reduction 5
NA/wavelength = 1.6438 cycles/um
limit frequency (1+sigma)NA/wavelength = 2.6301 cycles/um
limit period, coherent = 608.3 nm
limit period, sigma 0.60 = 380.2 nm
limit period, sigma 1 = 304.2 nm
limit period on the mask, sigma 0.60 = 1901 nm
simulated limit, sigma 0.3: f = 1.298 NA/wavelength
simulated limit, sigma 0.6: f = 1.597 NA/wavelength
simulated limit, sigma 1.0: f = 1.995 NA/wavelength
simulated limit, sigma 1.4: f = 1.989 NA/wavelength
period 600 nm: f 1.0139, w 0.4217, contrast formula 0.8003, simulated 0.8004
period 550 nm: f 1.1061, w 0.3313, contrast formula 0.6651, simulated 0.6650
period 500 nm: f 1.2167, w 0.2304, contrast formula 0.4944, simulated 0.4944
period 450 nm: f 1.3519, w 0.1223, contrast formula 0.2834, simulated 0.2833
period 420 nm: f 1.4484, w 0.0591, contrast formula 0.1437, simulated 0.1438
period 400 nm: f 1.5208, w 0.0225, contrast formula 0.0563, simulated 0.0564
period 385 nm: f 1.5801, w 0.0029, contrast formula 0.0073, simulated 0.0073
edge law for w at 450 nm = 0.1262
edge law for w at 385 nm = 0.0029
period with contrast 0.4 = 476.5 nm
450 nm period, sigma 0.3: contrast 0.0000
450 nm period, sigma 0.4: contrast 0.0525
450 nm period, sigma 0.6: contrast 0.2834
450 nm period, sigma 0.8: contrast 0.3999
450 nm period, sigma 1.0: contrast 0.4577
680 nm period, sigma 0.1: weak-object w 1.0000
680 nm period, sigma 0.6: weak-object w 0.5446
680 nm period, sigma 1.0: weak-object w 0.4501
image change, f 1.55, sigma 0.6 = 6.16e-03 (clear field = 1)
image change, f 1.65, sigma 0.6 = 8.4e-15 (clear field = 1)
image change, f 2.20, sigma 1.4 = 1.09e-02 (clear-mask source = 1)
grating f 2.20, sigma 1.4: contrast 2.2e-16, added mean 8.62e-04
phase grating 450 nm, in focus: contrast 1.5e-16
phase grating 450 nm, defocus 500 nm: contrast 0.1609
lines 450 nm, ideal contrast 0.2834
lines 450 nm, defocus 500 nm: contrast 0.1542
vector factor in air 0.8309, contrast 0.2355
vector factor in resist of index 1.7: 0.9426, contrast 0.2671
resist blur 30 nm rms: factor 0.9160, contrast 0.2596
lamp bandwidth 4 nm: limit period spread 4.17 nm
largest illumination sine at mask = 0.0720
absorber 100 nm: shadow 7.22 nm on opening 1125 nm
finished without a failed check
```
